# The One-Third Bound on Unselected-Cell Voltage in Crossbar Arrays, part 1

(Sections cited here and not found follow in the second part.)

## 1. The bound for equipotential lines

**Definitions and conventions.** A crossbar has $M$ row lines and $N$ column lines, with a two-terminal cell at each crossing. The row potentials are $r_i$, with $i=1,\ldots,M$, and the column potentials are $c_j$, with $j=1,\ldots,N$. The voltage on cell $(i,j)$ is counted from row to column,

$$v_{ij}=r_i-c_j. \tag{1}$$

One cell, $(s,t)$, is to be written. Row $s$ and column $t$ are called selected, and all other lines are unselected. Only differences of potential enter (1), so the zero of potential may be placed on the selected column:

$$r_s=V,\qquad c_t=0,\qquad V>0. \tag{2}$$

The selected cell then carries $v_{st}=V$. If the writing voltage has the opposite sign, counting cell voltages from column to row restores $V>0$.

With common bias voltages, every unselected row is held at $a$ and every unselected column at $b$. These are any real numbers; they need not lie between $0$ and $V$. An unselected cell is any cell other than $(s,t)$. Such cells fall into three classes:

- cells on the selected row and an unselected column carry $V-b$;
- cells on an unselected row and the selected column carry $a-0=a$;
- cells on an unselected row and an unselected column carry $a-b$.

The first two classes are called half-selected, the third fully unselected. The peak stress is the largest magnitude found on any unselected cell,

$$m(a,b)=\max\{|V-b|,\ |a|,\ |a-b|\}. \tag{3}$$

**Assumptions.** There are at least two rows and two columns, so that all three classes exist. Each line is an equipotential: the voltage drop along its wire is neglected. The potentials are those of a circuit in which Kirchhoff's voltage law holds, so no changing magnetic flux through a loop of lines contributes a voltage. Nothing is assumed about the current through a cell. It may be linear, rectifying, hysteretic or different from cell to cell.

**Lemma 1 (loop identity).** For any $a$ and $b$,

$$V=(V-b)+(b-a)+a. \tag{4}$$

*Proof.* Take an unselected row $i$ and an unselected column $j$. Start on the selected row and pass through cell $(s,j)$ to column $j$; the potential falls by $V-b$. Pass next through cell $(i,j)$ to row $i$. This cell is crossed from column to row, against the direction in which its voltage is counted, so the fall is $-(a-b)=b-a$. Finally pass through cell $(i,t)$ to the selected column, with a fall of $a$. The direct path from the selected row to the selected column goes through the selected cell, with a fall of $V$. Kirchhoff's voltage law makes the falls along the two paths equal, which is (4). $\square$

The three unselected cells form a series path in parallel with the selected cell. Whatever the bias, the whole writing voltage must be shared out along that path. The bias voltages decide the shares but cannot change their sum.

**Theorem 1 (one-third bound).** Under the assumptions above,

$$m(a,b)\ge \frac V3 \tag{5}$$

for all real $a$ and $b$. Equality holds if and only if

$$a=\frac V3,\qquad b=\frac{2V}3. \tag{6}$$

*Proof.* The left side of (4) is positive, so it equals its own magnitude. The magnitude of a sum is at most the sum of the magnitudes, and therefore

$$V\le |V-b|+|b-a|+|a|. \tag{7}$$

Since $|b-a|=|a-b|$, each term on the right is one of the three entries in (3), and none exceeds $m$. Hence $V\le 3m$, and division by three gives (5).

Suppose now that $m=V/3$. Then each of the three signed numbers $V-b$, $b-a$ and $a$ is at most $V/3$, because no number exceeds its magnitude. Their sum is $V$ by (4). If one of them were smaller than $V/3$, the sum would be smaller than $V$. All three therefore equal $V/3$. From $a=V/3$ and $V-b=V/3$ follows (6). Conversely, (6) gives

$$V-b=\frac V3,\qquad a=\frac V3,\qquad a-b=-\frac V3, \tag{8}$$

so the peak stress is $V/3$. $\square$

**Remark 1 (what is excluded).** The theorem excludes a peak strictly below one third of the selected-cell voltage. One third itself is reached, by the bias (6), known as the one-third scheme. The minus sign in (8) says that the fully unselected cells are stressed in the direction opposite to writing.

**Remark 2 (the need for two rows and two columns).** With a single row there are no unselected rows, and the unselected cells all lie on the selected row. The choice $b=V$ then puts zero volts on every one of them. With a single column, $a=0$ does the same. The bound comes from the three-cell path, and in these arrays there is no such path.

The same exception appears when all columns are written together at potential zero. No unselected column remains, and $a=0$ leaves every cell on the unselected rows without voltage. If several cells are written at the same voltage $V$ but at least one row and one column stay unselected, the path in Lemma 1 can still be drawn around any written cell. Its other three cells are all unselected, and the bound stands.

**Remark 3 (magnitude and direction).** The theorem limits magnitudes. If a cell were disturbed by forward voltage alone and could stand any reverse voltage, the choice $a=0$, $b=V$ would remove all forward stress: both half-selected classes would carry zero. The fully unselected cells would then carry $-V$, the full writing voltage in reverse. The theorem is thus a statement about cells for which both directions matter.

**Theorem 2 (separate line voltages).** Let each unselected row have its own potential $r_i$ and each unselected column its own potential $c_j$. The largest magnitude on the unselected cells is still at least $V/3$. Equality requires every unselected row to be at $V/3$ and every unselected column at $2V/3$.

*Proof.* For an unselected row $i$ and an unselected column $j$, definition (1) gives

$$v_{sj}-v_{ij}+v_{it}
=(r_s-c_j)-(r_i-c_j)+(r_i-c_t)=r_s-c_t=V. \tag{9}$$

In the middle expression $c_j$ and $r_i$ each occur once with either sign and cancel. If $m$ now denotes the largest magnitude on all unselected cells, the three terms on the left have magnitudes of at most $m$. So $V\le3m$.

If $m=V/3$, the three signed terms $v_{sj}$, $-v_{ij}$ and $v_{it}$ are each at most $V/3$ and add to $V$, so each equals $V/3$. In particular $v_{it}=r_i=V/3$, and $v_{sj}=V-c_j=V/3$ gives $c_j=2V/3$. Every unselected row and every unselected column belongs to such a loop, so the conclusion holds for all of them. $\square$

Common voltages are therefore no handicap: freedom to set each line separately cannot lower the minimum, and the minimum itself restores common voltages. The size of the array does not enter either, once it has two rows and two columns.

**Remark 4 (floating lines and pulses).** A line left unconnected takes a potential set by the currents of its cells and, during a pulse, also by the charging of its capacitance. It still has a potential, and (9) uses nothing else. Floating some or all unselected lines therefore cannot defeat the bound.

Equation (9) also holds at each instant $\tau$ of a pulse. If the selected-cell voltage is $V(\tau)>0$, then $m(\tau)\ge V(\tau)/3$. At the instant when the selected voltage is greatest, some unselected cell carries at least one third of that greatest value. Shaping the pulses in time may alter how long a cell is stressed, but it does not remove this minimum.

**Proposition 1 (unequal limits).** Let the allowed magnitudes be $h_r\ge0$ for half-selected cells on the selected row, $h_c\ge0$ for half-selected cells on the selected column, and $u\ge0$ for fully unselected cells. A common bias that respects all three limits exists if and only if

$$h_r+h_c+u\ge V. \tag{10}$$

*Proof.* If a suitable bias exists, then (7) gives $V\le h_r+u+h_c$, so (10) is necessary. For the converse, let $S=h_r+h_c+u$ and suppose $S\ge V$. Choose

$$a=\frac{V h_c}{S},\qquad b=V-\frac{V h_r}{S}. \tag{11}$$

The half-selected magnitudes are $Vh_r/S\le h_r$ and $Vh_c/S\le h_c$, because $V/S\le1$. For the third class,

$$b-a=V-\frac{V(h_r+h_c)}{S}
=\frac{V(S-h_r-h_c)}S=\frac{Vu}{S}\le u. \tag{12}$$

All three limits are respected. $\square$

**Corollary 1 (trade-off between classes).** If both half-selected classes are limited to $h$, with $0\le h\le V/2$, the smallest possible magnitude on the fully unselected cells is

$$u_{\min}=V-2h. \tag{13}$$

*Proof.* Put $h_r=h_c=h$ in (10). The condition becomes $u\ge V-2h$, and the right side is not negative. The value $u=V-2h$ is allowed by the proposition. With it $S=V$, and (11) reduces to $a=h$, $b=V-h$. $\square$

At $h=V/2$ the fully unselected cells carry nothing and $a=b=V/2$. This is the one-half scheme. At $h=V/3$ all classes carry $V/3$. Between the two, each volt taken from both half-selected classes adds two volts to the fully unselected cells, because the path contains two half-selected cells and one fully unselected cell. For instance, with $V=3.00$ V and $h=1.20$ V the fully unselected cells must carry at least $3.00-2\times1.20=0.60$ V.

**Proposition 2 (how closely the bias is fixed).** Let $e\ge0$, and suppose $m(a,b)\le V/3+e$. Then

$$\frac V3-2e\le a\le\frac V3+e,\qquad
\frac{2V}3-e\le b\le\frac{2V}3+2e. \tag{14}$$

For $0\le e\le V/3$ each of the four end values is reached by some permitted bias.

*Proof.* Write $p=V/3+e$. The signed numbers $a$, $V-b$ and $b-a$ are each at most $p$. The first two conditions give the upper limit on $a$ and the lower limit on $b$:

$$a\le p=\frac V3+e,\qquad b\ge V-p=\frac{2V}3-e. \tag{15}$$

The third condition reads $a\ge b-p$, or equally $b\le a+p$. With (15) it yields the other two limits:

$$a\ge V-2p=\frac V3-2e,\qquad b\le 2p=\frac{2V}3+2e. \tag{16}$$

To reach the ends, consider three biases. The pair $(V/3-2e,\ 2V/3-e)$ gives $V-b=b-a=p$ and $a=V/3-2e$. The pair $(V/3+e,\ 2V/3+2e)$ gives $a=b-a=p$ and $V-b=V/3-2e$. In both cases the third number lies between $-V/3$ and $V/3$ when $0\le e\le V/3$, so its magnitude is at most $p$. The two pairs together contain all four end values. A third pair, $(V/3+e,\ 2V/3-e)$, gives $a=V-b=p$ and $b-a=V/3-2e$, and is also permitted. $\square$

The three pairs are the corners of a triangle in the plane of $a$ and $b$. The permitted set is not the whole rectangle suggested by (14), since the condition on $b-a$ ties the two voltages together. For $V=3.00$ V and $e=0.05$ V, the separate ranges are $0.90\le a\le1.05$ V and $1.95\le b\le2.10$ V. Yet the combination $a=0.90$ V, $b=2.10$ V gives $b-a=1.20$ V, well above the permitted $1.05$ V.

**Remark 5 (the minimum is a corner).** Near the optimum, set $a=V/3+\alpha$ and $b=2V/3+\beta$. While the three shares of the path remain positive, the peak is

$$m=\frac V3+\max\{\alpha,\,-\beta,\,\beta-\alpha\}. \tag{17}$$

The three entries add to zero, so unless all vanish at least one is positive. The peak therefore rises in proportion to the bias error, not to its square. A small error of bias is not forgiven in the way it would be at a smooth minimum.

**Remark 6 (consequence for a memory cell).** Suppose writing needs a selected-cell voltage $V_w$, and any unselected cell is disturbed if its voltage magnitude exceeds $V_d$. Under the assumptions of this section, undisturbed writing by a static bias is possible if and only if $V_d\ge V_w/3$. Necessity is (5), and sufficiency is the bias (6) at $V=V_w$. This condition concerns peak voltage. It does not say that (6) draws the least current, a question on which the law of cell conduction has a say.

## 2. Leakage, resistive lines and a worked array

**Symbols and results carried over.** The selected row is driven at $V$ and the selected column at $0$; unselected rows are driven at $a$ and unselected columns at $b$. Cell voltage is row potential minus column potential. The largest magnitude on the unselected cells is $m$. With equipotential lines and at least two rows and two columns, $m\ge V/3$, with equality at $a=V/3$, $b=2V/3$. The reason is that a path through three unselected cells spans the selected cell. If half-selected cells are limited to $h\le V/2$, the fully unselected cells carry at least $V-2h$.

**The example.** Consider a square array with $n=64$ rows and $64$ columns, in the rough regime of hafnium-oxide resistive cells with nonlinear selectors. The inputs are round numbers: $V=3.00$ V and a selected-cell current of $50.0\ \mu$A. All cells are taken to be in the conducting state and to follow

$$I(v)=I_0\sinh\frac{v}{v_0},\qquad v_0=0.25\ \text{V}, \tag{18}$$

with $I_0$ fixed by $I(V)=50.0\ \mu$A. At reduced voltage this gives

$$I\!\left(\frac V3\right)=50.0\ \mu\text{A}\times\frac{\sinh4}{\sinh12}=16.77\ \text{nA},
\qquad I\!\left(\frac V2\right)=50.0\ \mu\text{A}\times\frac{\sinh6}{\sinh12}=123.9\ \text{nA}. \tag{19}$$

There are $2(n-1)=126$ half-selected cells and $(n-1)^2=3969$ fully unselected cells, $4095$ in all.

For equipotential lines with at least one row and one column unselected, no bias can bring the peak voltage on the unselected cells below one third of the selected-cell voltage, and the one-third scheme reaches that value. What remains is to work out the leakage power of the example array and the effects of floating lines, wire resistance, driver errors and pulse timing.
